# Pressure dependence of the arriving composition in alloy sputtering: test program

```python
"""
Result under test: two species A, B leave a target at equal gross rates.
Their mean thermalisation depths are L_A = 3 L_B, both inversely
proportional to pressure p. Across a gap d the arriving fractions are
    F = (L/d) (1 - exp(-d/L)),
and the arriving ratio is
    R = F_A/F_B = 3 / (1 + q + q^2),  q = exp(-d/L_A),
which rises from 1 to 3, while the ballistic ratio exp(2 d/L_A) diverges.
Thermalised atoms diffuse between two absorbing planes.
Lengths are in cm and pressures in mTorr unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import jn_zeros
from scipy.stats import expon, gamma

GAP = 10.0
PL_A, PL_B = 90.0, 30.0          # pressure times thermalisation depth


def fraction_formula(pl, p):
    u = p * GAP / pl
    return -np.expm1(-u) / u


def ratio_formula(p):
    q = np.exp(-p * GAP / PL_A)
    return 3 / (1 + q + q * q)


def fraction_from_depths(dist, mean_depth):
    """Ballistic tail plus depth-weighted diffusive arrivals."""
    top = min(GAP, 40 * mean_depth)
    diffusive = quad(lambda x: x / GAP * dist.pdf(x), 0, top,
                     epsabs=1e-13, epsrel=1e-10, limit=200)[0]
    return dist.sf(GAP) + diffusive


def ratio_from_depths(p, shape=None):
    values = []
    for pl in (PL_A, PL_B):
        depth = pl / p
        if shape is None:
            dist = expon(scale=depth)
        else:
            dist = gamma(shape, scale=depth / shape)
        values.append(fraction_from_depths(dist, depth))
    return values[0] / values[1]


def fraction_diffusion(pl, p, extrap=0.0, side_k=0.0, drift=0.0, cells=4000):
    """Finite-volume steady diffusion; drift is velocity/D in 1/cm."""
    depth, h = pl / p, GAP / cells
    x = (np.arange(cells) + 0.5) * h
    source = np.exp(-x / depth) / depth * h
    wall = 1 / (h / 2 + extrap)
    bands = np.zeros((3, cells))
    bands[0, 1:] = drift / 2 - 1 / h
    bands[1] = 2 / h + side_k**2 * h
    bands[1, 0] = wall + 1 / h + drift / 2 + side_k**2 * h
    bands[1, -1] = wall + 1 / h - drift / 2 + side_k**2 * h
    bands[2, :-1] = -drift / 2 - 1 / h
    density = solve_banded((1, 1), bands, source)
    return np.exp(-GAP / depth) + density[-1] * wall


# Flux law and ratio against the diffusion equation
pressures = [1.0, 3.0, 10.0, 30.0, 100.0]
solved_ratios = []
for p in [0.1] + pressures + [300.0]:
    fa, fb = fraction_diffusion(PL_A, p), fraction_diffusion(PL_B, p)
    assert abs(fa / fraction_formula(PL_A, p) - 1) < 2e-4
    assert abs(fb / fraction_formula(PL_B, p) - 1) < 2e-4
    assert abs(fa / fb - ratio_formula(p)) < 1e-3
    solved_ratios.append(fa / fb)
# Strict rise is checked where it exceeds the discretisation error
assert np.all(np.diff(solved_ratios[:5]) > 0)
assert abs(solved_ratios[0] - 1) < 0.02 and abs(solved_ratios[-1] - 3) < 1e-3

# Ballistic part alone: tail integrals of the depth distributions
for p in (3.0, 10.0, 30.0):
    tails = [quad(expon(scale=pl / p).pdf, GAP, GAP + 40 * pl / p,
                  epsabs=0, epsrel=1e-9)[0] for pl in (PL_A, PL_B)]
    assert abs(tails[0] / tails[1] / np.exp(2 * p * GAP / PL_A) - 1) < 1e-6

# Limiting laws, from direct quadrature
u_small, u_large = 0.01, 6.0
slope = (ratio_from_depths(u_small * PL_A / GAP) - 1) / u_small
assert abs(slope - 1) < 0.01
gap_to_three = 3 - ratio_from_depths(u_large * PL_A / GAP)
assert abs(gap_to_three / (3 * np.exp(-u_large)) - 1) < 1e-3


def pressure_for_ratio(r):
    q = (-1 + np.sqrt(12 / r - 3)) / 2
    return -np.log(q) * PL_A / GAP


for target_ratio in (2.0, 2.9):
    root = brentq(lambda p: ratio_from_depths(p) - target_ratio, 1, 100)
    assert abs(root / pressure_for_ratio(target_ratio) - 1) < 1e-6

# Wall extrapolation length 2D/v: isotropic flights, unit mean free path,
# D = v/3, hence 2/3; the accurate transport value is slightly larger
rng = np.random.default_rng(7)
slab, start, walkers = 10.0, 2.0, 200000
position, crossed = np.full(walkers, start), 0
while position.size:
    position = position + (rng.uniform(-1, 1, position.size)
                           * rng.exponential(1.0, position.size))
    crossed += np.count_nonzero(position >= slab)
    position = position[(position > 0) & (position < slab)]
crossing = crossed / walkers
crossing_extrap = (start + 2 / 3) / (slab + 4 / 3)
assert abs(crossing - crossing_extrap) < 0.006
assert crossing - start / slab > 0.02

# Hard-sphere diffusion of the metal atoms in argon
T_GAS, DIAMETER_ANGSTROM = 400.0, 3.0
MASS_W, MASS_TI, MASS_AR = 183.84, 47.867, 39.948
pascal_per_mtorr = const.torr / 1000


def diffusion_and_extrap(mass_u, p):
    """Diffusion coefficient in cm2/s and extrapolation length in cm."""
    kt = const.k * T_GAS
    mass = mass_u * const.atomic_mass
    reduced = mass * MASS_AR / (mass_u + MASS_AR)
    number_density = p * pascal_per_mtorr / kt
    diameter = DIAMETER_ANGSTROM * const.angstrom
    diff = (3 / (8 * number_density * diameter**2)
            * np.sqrt(kt / (2 * np.pi * reduced)))
    mean_speed = np.sqrt(8 * kt / (np.pi * mass))
    return diff * 1e4, 2 * diff / mean_speed * 100


P_WORK, P_HIGH = 10.0, 1000.0
diff_a, zeta_a = diffusion_and_extrap(MASS_W, P_WORK)
diff_b, zeta_b = diffusion_and_extrap(MASS_TI, P_WORK)


def ratio_with_walls(p):
    scale = P_WORK / p
    return (fraction_diffusion(PL_A, p, extrap=zeta_a * scale)
            / fraction_diffusion(PL_B, p, extrap=zeta_b * scale))


wall_limit = (PL_A + P_WORK * zeta_a) / (PL_B + P_WORK * zeta_b)
assert abs(ratio_with_walls(P_HIGH) / wall_limit - 1) < 3e-3

# Sideways loss through the lowest radial diffusion mode
CHAMBER_RADIUS = 15.0
side_k = jn_zeros(0, 1)[0] / CHAMBER_RADIUS


def ratio_with_side_loss(p):
    return (fraction_diffusion(PL_A, p, side_k=side_k)
            / fraction_diffusion(PL_B, p, side_k=side_k))


assert abs(ratio_with_side_loss(P_HIGH) - 3) < 5e-3

# Gas drift towards the substrate, whole flow through the chamber section
FLOW_SCCM = 50.0
volume_rate = (FLOW_SCCM / 60 * const.atm / (P_WORK * pascal_per_mtorr)
               * T_GAS / const.zero_Celsius)
drift_speed = volume_rate / (np.pi * CHAMBER_RADIUS**2)
peclet_a, peclet_b = (drift_speed * GAP / d for d in (diff_a, diff_b))
ratio_drift = (fraction_diffusion(PL_A, P_WORK, drift=peclet_a / GAP)
               / fraction_diffusion(PL_B, P_WORK, drift=peclet_b / GAP))

# More peaked depth distribution with the same means
SHAPE = 3
ratio_peaked = ratio_from_depths(P_WORK, SHAPE)
ratio_peaked_high = ratio_from_depths(P_HIGH, SHAPE)
assert abs(ratio_peaked_high - 3) < 1e-5

# Returned atoms sputtered again; bulk supplies A and B one to one
RETURN_SHARE = 0.5


def ratio_resputter_formula(p, share):
    fa, fb = fraction_formula(PL_A, p), fraction_formula(PL_B, p)
    return fa / fb * (1 - share * (1 - fb)) / (1 - share * (1 - fa))


def ratio_resputter_evolved(p, share):
    """Surface layer emits, regains returned atoms, is refilled from bulk."""
    fa, fb = fraction_diffusion(PL_A, p), fraction_diffusion(PL_B, p)
    surface_a, surface_b, dt = 0.5, 0.5, 0.05
    for _ in range(20000):
        loss_a = surface_a - share * (1 - fa) * surface_a
        loss_b = surface_b - share * (1 - fb) * surface_b
        refill = (loss_a + loss_b) / 2
        surface_a += dt * (refill - loss_a)
        surface_b += dt * (refill - loss_b)
    return surface_a * fa / (surface_b * fb)


for share in (RETURN_SHARE, 1.0):
    evolved = ratio_resputter_evolved(P_WORK, share)
    assert abs(evolved - ratio_resputter_formula(P_WORK, share)) < 1e-3
assert abs(ratio_resputter_evolved(P_WORK, 1.0) - 1) < 1e-3
resputter_high = ratio_resputter_evolved(P_HIGH, RETURN_SHARE)
assert abs(resputter_high - ratio_resputter_formula(P_HIGH, RETURN_SHARE)) < 3e-3
assert abs(ratio_resputter_evolved(1e4, RETURN_SHARE)
           - ratio_resputter_formula(1e4, RETURN_SHARE)) < 0.15
assert abs(ratio_resputter_formula(1e6, RETURN_SHARE) - 3) < 1e-3

print(f"gap d = {GAP:.0f} cm")
print(f"p*L: A (W) {PL_A:.0f}, B (Ti) {PL_B:.0f} mTorr cm")
print(f"at {P_WORK:.0f} mTorr: L_A = {PL_A/P_WORK:.1f} cm,"
      f" L_B = {PL_B/P_WORK:.1f} cm, u = {P_WORK*GAP/PL_A:.4f}")
print("p (mTorr) | F_A | F_B | R | ballistic-only ratio")
for p in pressures:
    print(f"{p:5.0f} | {fraction_formula(PL_A, p):.4f} |"
          f" {fraction_formula(PL_B, p):.4f} | {ratio_formula(p):.4f} |"
          f" {np.exp(2*p*GAP/PL_A):.4g}")
for p in (10.0, 100.0):
    shares = [1 - np.exp(-p * GAP / pl) / fraction_formula(pl, p)
              for pl in (PL_A, PL_B)]
    print(f"diffusive share of arrivals at {p:.0f} mTorr:"
          f" A {shares[0]:.5f}, B {shares[1]:.5f}")
for r in (2.0, 2.9):
    pr = pressure_for_ratio(r)
    print(f"R = {r:.1f} at u = {pr*GAP/PL_A:.4f}, p = {pr:.2f} mTorr"
          f" = {pr*pascal_per_mtorr:.3f} Pa")
print("Neglected effects, R at 10 mTorr unless stated:")
print(f"gas {T_GAS:.0f} K, collision diameter {DIAMETER_ANGSTROM:.1f} angstrom")
print(f"D at 10 mTorr: W {diff_a:.3g}, Ti {diff_b:.3g} cm2/s")
print(f"extrapolation length: W {zeta_a:.2f}, Ti {zeta_b:.2f} cm")
print(f"random flights: crossing {crossing:.4f}, with extrapolation"
      f" {crossing_extrap:.4f}, without {start/slab:.4f}")
print(f"wall extrapolation: R = {ratio_with_walls(P_WORK):.3f},"
      f" high-pressure limit {wall_limit:.3f}")
print(f"sideways loss, radius {CHAMBER_RADIUS:.0f} cm:"
      f" R = {ratio_with_side_loss(P_WORK):.3f},"
      f" at 1 Torr {ratio_with_side_loss(P_HIGH):.3f}")
print(f"gas flow {FLOW_SCCM:.0f} sccm: speed {drift_speed:.0f} cm/s,"
      f" Peclet W {peclet_a:.3f}, Ti {peclet_b:.3f}")
print(f"gas drift: R = {ratio_drift:.3f}")
print(f"gas density lowered by one third: R = {ratio_formula(P_WORK*2/3):.3f}")
print(f"peaked depths (gamma shape {SHAPE}): R = {ratio_peaked:.3f},"
      f" at 1 Torr {ratio_peaked_high:.3f}")
print(f"re-sputtering, g = {RETURN_SHARE:.1f}:"
      f" R = {ratio_resputter_formula(P_WORK, RETURN_SHARE):.3f},"
      f" at 1 Torr {ratio_resputter_formula(P_HIGH, RETURN_SHARE):.3f}")
print(f"re-sputtering, g = 1: R = {ratio_resputter_evolved(P_WORK, 1.0):.3f}")
print("no test failed")
```

Printed output:

```
gap d = 10 cm
p*L: A (W) 90, B (Ti) 30 mTorr cm
at 10 mTorr: L_A = 9.0 cm, L_B = 3.0 cm, u = 1.1111
p (mTorr) | F_A | F_B | R | ballistic-only ratio
    1 | 0.9464 | 0.8504 | 1.1129 | 1.249
    3 | 0.8504 | 0.6321 | 1.3453 | 1.948
   10 | 0.6037 | 0.2893 | 2.0869 | 9.228
   30 | 0.2893 | 0.1000 | 2.8931 | 785.8
  100 | 0.0900 | 0.0300 | 3.0000 | 4.477e+09
diffusive share of arrivals at 10 mTorr: A 0.45473, B 0.87669
diffusive share of arrivals at 100 mTorr: A 0.99983, B 1.00000
R = 2.0 at u = 1.0051, p = 9.05 mTorr = 1.206 Pa
R = 2.9 at u = 3.4001, p = 30.60 mTorr = 4.080 Pa
Neglected effects, R at 10 mTorr unless stated:
gas 400 K, collision diameter 3.0 angstrom
D at 10 mTorr: W 2.19e+04, Ti 2.69e+04 cm2/s
extrapolation length: W 2.04, Ti 1.28 cm
random flights: crossing 0.2359, with extrapolation 0.2353, without 0.2000
wall extrapolation: R = 1.850, high-pressure limit 2.580
sideways loss, radius 15 cm: R = 2.418, at 1 Torr 3.000
gas flow 50 sccm: speed 131 cm/s, Peclet W 0.060, Ti 0.049
gas drift: R = 2.074
gas density lowered by one third: R = 1.761
peaked depths (gamma shape 3): R = 2.460, at 1 Torr 3.000
re-sputtering, g = 0.5: R = 1.678, at 1 Torr 2.982
re-sputtering, g = 1: R = 1.000
no test failed
```
